**Cubic Rashba splitting of heavy holes in a triangular well**

The program tests the small-$k$ splitting $2\beta k^3$ of the lowest heavy-hole pair, with $\beta=3A^2\gamma_3|\Lambda|\sqrt{\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi}$. Here $A=\hbar^2/m_0$, $\gamma_i$ are the Luttinger parameters, $\varphi$ is the in-plane angle from [100], $F$ is the force on the hole, and $\Lambda$ is a sum over light-hole envelopes, evaluated with Airy functions. The other side of the comparison is a diagonalization of the full four-component Hamiltonian, built from spin matrices in a sine basis. The assertions cover the coefficient at four fields and three directions, the power of $k$, the complex coupling and its winding, and the field exponents of $\beta$, of the first gap and of the first overlap product. They also cover the completeness sum, the effect of a rigid light-hole shift with its large-shift limit, and a square well. The output shows a winding of $-3$ for the coupling and a field exponent of $-0.3333$ for $\beta$, while the heavy-light gap grows with exponent $0.6667$. With the light holes shifted by 100 meV, $\beta$ rises with field over the same range.

## Numerical verification

```python
"""Cubic Rashba splitting of the lowest heavy-hole pair in a triangular well.

Result under test: the splitting is 2*beta(phi)*k^3 at small k, with
  beta(phi) = 3 A^2 g3 |Lam| sqrt(g2^2 cos^2(2 phi) + g3^2 sin^2(2 phi)),
  Lam = sum_n <h'|l_n><l_n|h> / (E_n - E_h),
its pseudospin field winds three times, and beta falls as F^(-1/3).
A = hbar^2/m0; g1, g2, g3 = Luttinger parameters; F = force on the hole;
h, l_n = heavy and light envelopes at k = 0; E_h, E_n = their energies;
phi = direction of the in-plane wave vector from [100].
Hole energies count upward. Units: meV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve
from scipy.special import airy, ai_zeros

A = const.hbar**2 / const.m_e / const.e * 1e3 * 1e18
g1, g2, g3 = 7.0, 2.0, 3.0
mass_h, mass_l = 1 / (g1 - 2 * g2), 1 / (g1 + 2 * g2)
ratio = mass_h / mass_l

# Spin-3/2 matrices in the order 3/2, 1/2, -1/2, -3/2
Jplus = np.diag([np.sqrt(3), 2.0, np.sqrt(3)], 1).astype(complex)
Jx = (Jplus + Jplus.conj().T) / 2
Jy = (Jplus - Jplus.conj().T) / 2j
Jz = np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)
light_projector = np.diag([0.0, 1.0, 1.0, 0.0])


def anti(a, b):
    return a @ b + b @ a


def sine_operators(width, size):
    """Matrices of d/dz, kz^2 and z between sine functions of a hard box."""
    n = np.arange(1, size + 1)
    m_, n_ = np.meshgrid(n, n, indexing="ij")
    odd = (m_ + n_) % 2 == 1
    diff = np.where(odd, m_**2 - n_**2, 1).astype(float)
    deriv = np.where(odd, 4 * m_ * n_ / (width * diff), 0.0)
    pos = np.where(odd, -8 * width * m_ * n_ / (np.pi * diff)**2, 0.0)
    pos = pos + np.eye(size) * width / 2
    return deriv, np.diag((n * np.pi / width)**2), pos


def lowest_pair(k, phi, field, shift=0.0, width=60.0, size=90):
    """Two lowest states of the full four-component Hamiltonian."""
    deriv, kz2, pos = sine_operators(width, size)
    kz, one = -1j * deriv, np.eye(size)
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    ham = (g1 + 2.5 * g2) * np.kron(np.eye(4), k**2 * one + kz2)
    ham = ham - 2 * g2 * np.kron(kx**2 * Jx @ Jx + ky**2 * Jy @ Jy, one)
    ham = ham - 2 * g2 * np.kron(Jz @ Jz, kz2)
    ham = ham - 2 * g3 * np.kron(kx * ky * anti(Jx, Jy), one)
    ham = ham - 2 * g3 * np.kron(kx * anti(Jx, Jz) + ky * anti(Jy, Jz), kz)
    ham = A / 2 * ham + np.kron(np.eye(4), field * pos)
    ham = ham + shift * np.kron(light_projector, one)
    return eigh(ham, subset_by_index=[0, 1])


def splitting(k, phi, field, **options):
    energies = lowest_pair(k, phi, field, **options)[0]
    return energies[1] - energies[0]


def beta_full(phi, field, **options):
    """Small-k limit of splitting/(2 k^3), quadratic correction removed."""
    k = 0.004
    c1 = splitting(k, phi, field, **options) / (2 * k**3)
    c2 = splitting(2 * k, phi, field, **options) / (2 * (2 * k)**3)
    return (4 * c1 - c2) / 3


def airy_terms(r, count=300):
    """Products <h'|l_n><l_n|h> and gaps, in units 1/ell and F*ell."""
    zeros, _, _, slopes = ai_zeros(count)
    nodes, weights = np.polynomial.legendre.leggauss(500)
    x, w = 8 * (nodes + 1), 8 * weights
    value, slope, _, _ = airy(x + zeros[0])
    h, dh = value / slopes[0], slope / slopes[0]
    s = r**(1 / 3)
    prods = []
    for zero, norm in zip(zeros, slopes):
        light = airy(x / s + zero)[0] / (norm * np.sqrt(s))
        prods.append(np.sum(w * dh * light) * np.sum(w * h * light))
    return np.array(prods), -s * zeros + zeros[0]


def length(field):
    return (A / (2 * mass_h * field))**(1 / 3)


products, gaps = airy_terms(ratio)
lam = np.sum(products / gaps)


def Lam(field, shift=0.0):
    ell = length(field)
    return np.sum(products / ell / (gaps * field * ell + shift))


def beta_formula(phi, field, shift=0.0):
    shape = np.hypot(g2 * np.cos(2 * phi), g3 * np.sin(2 * phi))
    return 3 * A**2 * g3 * abs(Lam(field, shift)) * shape


# Completeness of the light envelopes. The hard wall makes the products fall
# as n^(-8/3), so the part missing after n states must fall as n^(-5/3).
missing = np.abs(np.cumsum(products))
assert missing[-1] < 1e-4
tail_exponent = np.log2(missing[299] / missing[149])
assert abs(tail_exponent + 5 / 3) < 0.2

# Sign of lambda over a range of mass ratios
ratio_list = [1.2, 2.0, 4.0, 10.0]
lam_list = [np.sum(np.divide(*airy_terms(r))) for r in ratio_list]
assert max(lam_list) < 0

# Coefficient and field exponent: full diagonalization against the Airy sum
fields = np.array([2.0, 4.0, 8.0, 16.0])
full = np.array([beta_full(0.0, f) for f in fields])
formula = np.array([beta_formula(0.0, f) for f in fields])
assert np.allclose(full, formula, rtol=2e-3)
exponent = np.polyfit(np.log(fields), np.log(full), 1)[0]
assert abs(exponent + 1 / 3) < 2e-3

# Anisotropy and power of k at one field
F0 = 4.0
angles = [np.pi / 8, np.pi / 4]
full_angles = [beta_full(p, F0) for p in angles]
assert np.allclose(full_angles, [beta_formula(p, F0) for p in angles],
                   rtol=2e-3)
power = np.log2(splitting(0.008, 0, F0) / splitting(0.004, 0, F0))
assert abs(power - 3) < 0.03
deviation = [splitting(k, 0, F0) / (2 * formula[1] * k**3) - 1
             for k in (0.008, 0.016)]
assert abs(deviation[1] / deviation[0] - 4) < 0.6


# Heavy and light envelopes from separate one-band diagonalizations
def first_levels(field):
    deriv, kz2, pos = sine_operators(60.0, 90)
    eh, vh = eigh(A / (2 * mass_h) * kz2 + field * pos,
                  subset_by_index=[0, 0])
    el, vl = eigh(A / (2 * mass_l) * kz2 + field * pos,
                  subset_by_index=[0, 0])
    h, light = vh[:, 0], vl[:, 0]
    product = (light @ deriv @ h) * (light @ h)
    return eh[0], el[0], product, h


low, high = first_levels(fields[0]), first_levels(fields[-1])
log_span = np.log(fields[-1] / fields[0])
gap_exponent = np.log((high[1] - high[0]) / (low[1] - low[0])) / log_span
product_exponent = np.log(high[2] / low[2]) / log_span
assert abs(gap_exponent - 2 / 3) < 1e-3
assert abs(product_exponent - 1 / 3) < 1e-3

# Complex coupling between the two heavy-hole states, and its winding
h_ref = first_levels(F0)[3]


def coupling(k, phi):
    energies, vec = lowest_pair(k, phi, F0)
    size = len(h_ref)
    overlap = np.array([h_ref @ vec[:size], h_ref @ vec[3 * size:]])
    left, _, right = np.linalg.svd(overlap)
    u = left @ right
    return (u @ np.diag(energies - energies.mean()) @ u.conj().T)[0, 1]


k_ring = 0.008
ring = np.linspace(0, 2 * np.pi, 36, endpoint=False)
c_full = np.array([coupling(k_ring, p) for p in ring])
km = k_ring * np.exp(-1j * ring)
c_formula = -3j * A**2 * g3 * Lam(F0) * km * (
    (g2 + g3) / 2 * km**2 - (g3 - g2) / 2 * km.conj()**2)
assert np.max(abs(c_full - c_formula)) < 0.04 * np.max(abs(c_formula))
winding = np.sum(np.angle(np.roll(c_full, -1) / c_full)) / (2 * np.pi)
assert abs(winding + 3) < 1e-6

# Rigid light-hole shift: a larger gap at fixed field lowers beta,
# while at a fixed large shift beta rises with field
shift0 = 100.0
full_shift = np.array([beta_full(0.0, f, shift=shift0) for f in fields])
formula_shift = np.array([beta_formula(0.0, f, shift0) for f in fields])
assert np.allclose(full_shift, formula_shift, rtol=5e-3)
assert np.all(full_shift < full) and np.all(np.diff(full_shift) > 0)

# Limit of a very large shift, from a resolvent in a large sine basis
deriv, kz2, pos = sine_operators(60.0, 900)
e_big, v_big = eigh(A / (2 * mass_h) * kz2 + F0 * pos,
                    subset_by_index=[0, 0])
h_big = v_big[:, 0]
limit_ratio = []
for scale in (500, 2000):
    big = scale * F0 * length(F0)
    op = A / (2 * mass_l) * kz2 + F0 * pos + (big - e_big[0]) * np.eye(900)
    value = (deriv @ h_big) @ solve(op, h_big)
    limit_ratio.append(value / (-2 * g2 * mass_h * F0 / big**2))
assert abs(limit_ratio[1] - 1) < 0.02
assert abs(limit_ratio[1] - 1) < abs(limit_ratio[0] - 1)

# Square well of fixed width: no splitting without field, then linear rise
box = dict(width=10.0, size=40)
zero_field_split = splitting(0.01, 0.3, 0.0, **box)
assert zero_field_split < 1e-8
box_beta = [beta_full(0.0, f, **box) for f in (0.2, 0.4)]
assert abs(box_beta[1] / box_beta[0] - 2) < 0.04

hartree_meV = const.physical_constants["Hartree energy in eV"][0] * 1e3
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9

print(f"A = hbar^2/m0: {A:.4f} meV nm^2")
print(f"g1, g2, g3: {g1:.0f}, {g2:.0f}, {g3:.0f}")
print(f"m_h, m_l (units m0): {mass_h:.4f}, {mass_l:.4f}; r = {ratio:.4f}")
print("first three products (1/ell):", np.round(products[:3], 5))
print("first three gaps (F ell):", np.round(gaps[:3], 4))
print(f"|sum of products| after 40 and 300 states (1/ell): "
      f"{missing[39]:.1e}, {missing[299]:.1e}")
print(f"exponent of the missing part, 150 to 300: {tail_exponent:.3f}")
print(f"lambda(r), dimensionless: {lam:.5f}")
for r, value in zip(ratio_list, lam_list):
    print(f"  lambda at r = {r:.1f}: {value:.5f}")
print("F (meV/nm) | ell (nm) | gap (meV) | beta[100] sum, full (meV nm^3)")
for f, b, c in zip(fields, formula, full):
    gap = gaps[0] * f * length(f)
    print(f"  {f:4.0f} | {length(f):.4f} | {gap:.3f} | {b:.3f}, {c:.3f}")
print(f"field exponent of beta, full: {exponent:.5f}")
print(f"field exponent of first gap: {gap_exponent:.5f}")
print(f"field exponent of first product: {product_exponent:.5f}")
print(f"At F = {F0:.0f} meV/nm:")
print(f"  E_h, E_l1: {first_levels(F0)[0]:.3f}, "
      f"{first_levels(F0)[1]:.3f} meV")
print(f"  Lam: {Lam(F0):.4e} 1/(meV nm)")
print(f"  beta at 22.5 deg, sum and full: "
      f"{beta_formula(angles[0], F0):.3f}, {full_angles[0]:.3f} meV nm^3")
print(f"  beta[110], sum and full: "
      f"{beta_formula(angles[1], F0):.3f}, {full_angles[1]:.3f} meV nm^3")
print(f"  beta[100] in Hartree bohr^3: "
      f"{formula[1] / hartree_meV / bohr_nm**3:.4f}")
print(f"  power of k between 0.004 and 0.008 1/nm: {power:.4f}")
print(f"  relative deviation from cubic at k = 0.008, 0.016 1/nm: "
      f"{deviation[0]:.5f}, {deviation[1]:.5f}")
print(f"  winding of the coupling: {winding:.4f}")
for k in (0.02, 0.05):
    print(f"  [100] splitting at k = {k} 1/nm, cubic and full: "
          f"{2 * formula[1] * k**3:.5f}, {splitting(k, 0, F0):.5f} meV")
print(f"Light-hole shift {shift0:.0f} meV, beta[100] sum, full (meV nm^3):")
for f, b, c in zip(fields, formula_shift, full_shift):
    print(f"  F = {f:.0f} meV/nm: {b:.3f}, {c:.3f}")
print(f"Lam over its large-shift limit, shift 500 and 2000 F ell: "
      f"{limit_ratio[0]:.4f}, {limit_ratio[1]:.4f}")
print(f"Square well 10 nm, beta[100] at F = 0.2, 0.4 meV/nm: "
      f"{box_beta[0]:.3f}, {box_beta[1]:.3f} meV nm^3")
print(f"Square well, F = 0, splitting at k = 0.01 1/nm: "
      f"{zero_field_split:.1e} meV")
print("done: every assertion held")
```

Running it gives:

```
A = hbar^2/m0: 76.1996 meV nm^2
g1, g2, g3: 7, 2, 3
m_h, m_l (units m0): 0.3333, 0.0909; r = 3.6667
first three products (1/ell): [-0.19941  0.06718  0.04953]
first three gaps (F ell): [1.2673 3.9656 6.1747]
|sum of products| after 40 and 300 states (1/ell): 4.3e-04, 1.0e-05
exponent of the missing part, 150 to 300: -1.777
lambda(r), dimensionless: -0.12460
  lambda at r = 1.2: -0.27253
  lambda at r = 2.0: -0.18983
  lambda at r = 4.0: -0.11725
  lambda at r = 10.0: -0.06090
F (meV/nm) | ell (nm) | gap (meV) | beta[100] sum, full (meV nm^3)
     2 | 3.8519 | 9.763 | 438.852, 438.852
     4 | 3.0572 | 15.498 | 348.317, 348.317
     8 | 2.4265 | 24.601 | 276.460, 276.459
    16 | 1.9259 | 39.052 | 219.426, 219.424
field exponent of beta, full: -0.33334
field exponent of first gap: 0.66667
field exponent of first product: 0.33333
At F = 4 meV/nm:
  E_h, E_l1: 28.593, 44.090 meV
  Lam: -3.3327e-03 1/(meV nm)
  beta at 22.5 deg, sum and full: 444.019, 444.019 meV nm^3
  beta[110], sum and full: 522.476, 522.476 meV nm^3
  beta[100] in Hartree bohr^3: 86.3816
  power of k between 0.004 and 0.008 1/nm: 3.0003
  relative deviation from cubic at k = 0.008, 0.016 1/nm: 0.00032, 0.00126
  winding of the coupling: -3.0000
  [100] splitting at k = 0.02 1/nm, cubic and full: 0.00557, 0.00558 meV
  [100] splitting at k = 0.05 1/nm, cubic and full: 0.08708, 0.08804 meV
Light-hole shift 100 meV, beta[100] sum, full (meV nm^3):
  F = 2 meV/nm: 14.190, 14.190
  F = 4 meV/nm: 21.900, 21.899
  F = 8 meV/nm: 31.479, 31.479
  F = 16 meV/nm: 41.820, 41.819
Lam over its large-shift limit, shift 500 and 2000 F ell: 0.9718, 0.9926
Square well 10 nm, beta[100] at F = 0.2, 0.4 meV/nm: 5.820, 11.631 meV nm^3
Square well, F = 0, splitting at k = 0.01 1/nm: 0.0e+00 meV
done: every assertion held
```
